Thermal misfit strain of a ferroelectric film cooled on its substrate

**The problem**

A ferroelectric film is grown on a much thicker substrate at 1000 K, and both are then cooled together to 300 K. The linear expansion coefficient of the film is α_f = 11 ppm/K and that of the substrate is α_s = 3.5 ppm/K, where 1 ppm/K = 10⁻⁶ per kelvin. Both are mean values over the cooling range.

(a) What is the in-plane strain of the film at 300 K, and is it tension or compression?

(b) What stress does it produce while the film is unpolarized?

(c) Does this strain favour polarization in the plane of the film or normal to it, and at what temperature during cooling does the unpolarized state become unstable?

The following assumptions hold unless a later paragraph relaxes them. The film is free of stress at the growth temperature T_hot, because dislocations formed there have removed any lattice mismatch. During cooling it stays bonded, and it does not creep, crack or form new dislocations. The substrate is so thick that it sets the in-plane length.

Strain is measured from the size the film would have at the same temperature if it were free, cubic and unpolarized. Positive strain is tension. This is also the misfit strain that forms the horizontal axis of a misfit-strain phase diagram, whose vertical axis is temperature. The lattice mismatch at growth does not enter, since it has been relaxed.

For parts (b) and (c) the film is a cubic crystal with its cube axes 1 and 2 in the plane and axis 3 along the normal. Its parameters are rough values resembling barium titanate:

- elastic compliances s11 = 8.3 and s12 = −2.7 in units of 10⁻¹² Pa⁻¹;
- electrostriction coefficients Q11 = 0.110 and Q12 = −0.043 m⁴/C²;
- a stress-free energy density a0(T − T0)P² to second order in the polarization P, with a0 = 3.3 × 10⁵ J m/(C² K) and T0 = 380 K.

**A first estimate by scaling**

A free film cooled by ΔT = 700 K would shrink by the fraction

α_f ΔT = 11 × 10⁻⁶ × 700 = 0.0077 = 0.77 percent.

If the substrate did not shrink at all, the film would be held at its hot length, and its strain would be about this large. The real substrate shrinks too, but less than the film. The strain is therefore tensile and somewhat below 0.77 percent.

Elastic moduli of stiff oxides are of order 10¹¹ Pa, so the stress is of order

10¹¹ Pa × 0.0077 ≈ 0.8 GPa.

Stress changes the quadratic energy coefficient by roughly Q times the stress, with Q of order 0.1 m⁴/C². Dividing by a0 turns this into a temperature shift:

0.1 × 0.77 × 10⁹ / (3.3 × 10⁵) ≈ 230 K.

The strain should thus move the onset of polarization by an amount comparable with T0 itself. The estimate does not say which direction of polarization gains, because that depends on the signs of the electrostriction coefficients.

**Solution of part (a): the strain**

Imagine the film cut loose at T_hot, where film and substrate have the same length L. Let each cool freely. If each coefficient gives the change as a fraction of the hot length, the cold lengths are

L_f = L(1 − α_f ΔT)
L_s = L(1 − α_s ΔT).

The free contractions are 0.770 percent for the film and 0.245 percent for the substrate, so the loose film is now too short. To bond it again it must be stretched from L_f to L_s. The strain is the stretch divided by the free length of the film:

ε = (L_s − L_f)/L_f.

The common length L cancels:

ε = [(1 − α_s ΔT) − (1 − α_f ΔT)]/(1 − α_f ΔT)
= (α_f − α_s)ΔT/(1 − α_f ΔT).

The denominator differs from one by less than one percent. To first order in the contractions it can be replaced by one:

ε ≈ (α_f − α_s)ΔT.

With the numbers inserted,

ε ≈ (11 − 3.5) × 10⁻⁶ × 700 = 5.25 × 10⁻³ = 0.525 percent.

This is 0.53 percent to two digits, and it is tensile because the film wanted to shrink more than the substrate allowed.

The first-order value lies on the edge between rounding to 0.52 and to 0.53, so the second-order terms deserve a look. With the hot-length meaning used above, the full ratio is

ε = 0.00525/0.9923 = 0.5291 percent.

A coefficient may instead give the fractional change relative to the current length, dL/dT = αL. For constant α, integration gives L_f = L exp(−α_f ΔT), and likewise for the substrate. Then

ε = L_s/L_f − 1 = exp[(α_f − α_s)ΔT] − 1 = 0.5264 percent.

Both round to 0.53 percent. They exceed the first-order value by 0.8 and 0.3 percent of that value, respectively. The first-order formula is used from here on.

Three cases show how the formula behaves. With equal coefficients the strain vanishes, however large the common contraction. With α_s = 0 it returns the scaling estimate of 0.77 percent. If film and substrate exchange their coefficients, the strain changes sign: the constant-rate formula then gives −0.5236 percent, which is compression.

**Solution of part (b): the stress**

The substrate imposes the same strain ε along both in-plane axes, so by symmetry σ1 = σ2 = σ. Nothing presses on the top surface, so σ3 = 0. Hooke's law for axis 1 reads

ε = s11σ1 + s12σ2 + s12σ3 = (s11 + s12)σ.

Hence

σ = ε/(s11 + s12) = M_f ε, with M_f = 1/(s11 + s12).

The biaxial modulus M_f is 1/(5.6 × 10⁻¹² Pa⁻¹) = 179 GPa, and

σ = 179 GPa × 0.00525 = 0.94 GPa.

This is the stress of the unpolarized film. Polarization changes it, as shown further on.

**Solution of part (c): direction and onset of polarization**

A polarized crystal changes its natural shape. Polarization P along one cube axis gives a spontaneous strain Q11P² along that axis and Q12P² along the other two. The substrate holds the total in-plane strain at ε, so the elastic part of the strain is ε minus the spontaneous part.

Take P along axis 1. The elastic strains in the plane are

e1 = ε − Q11P²
e2 = ε − Q12P².

A small change of elastic energy density is dW = σ1de1 + σ2de2 + σ3de3. The last term vanishes because σ3 = 0. To order P² the in-plane stresses may be kept at their unpolarized value σ, since their own change is of order P² and contributes at order P⁴. Therefore

ΔW = −σQ11P² − σQ12P² = −σ(Q11 + Q12)P².

For P along axis 3, both in-plane spontaneous strains are Q12P², and the same argument gives

ΔW = −2σQ12P².

Adding the stress-free term a0(T − T0)P² and inserting σ = ε/(s11 + s12) gives the two coefficients of P²:

A_in = a0(T − T0) − ε(Q11 + Q12)/(s11 + s12)
A_out = a0(T − T0) − 2εQ12/(s11 + s12).

A negative coefficient means that a small polarization in that direction lowers the energy. Here Q11 + Q12 = 0.067 m⁴/C² is positive and Q12 is negative. Tension therefore lowers A_in and raises A_out. Physically, polarization in the plane makes the film's natural area larger, which relieves tension, while polarization along the normal makes it smaller.

At 300 K the stress-free part is 3.3 × 10⁵ × (−80) = −2.64 × 10⁷ J m/C². In the same units,

A_in = −2.64 × 10⁷ − 6.28 × 10⁷ = −8.92 × 10⁷
A_out = −2.64 × 10⁷ + 8.06 × 10⁷ = +5.42 × 10⁷.

Without stress both directions would be unstable at 300 K. Under the thermal strain the unpolarized state is unstable towards in-plane polarization and stable against polarization along the normal. These coefficients contain no depolarizing field, which amounts to assuming that the charge at the ends of the polarization is compensated. For the normal direction, incomplete compensation would raise A_out further.

To find the onset, note that the strain is not present from the start. At a temperature T on the way down it has reached

ε(T) = (α_f − α_s)(T_hot − T).

In the phase diagram the film thus moves along a slanted line, from zero strain at 1000 K to 0.525 percent at 300 K. Setting A_in = 0 on this line gives

a0(T − T0) = (α_f − α_s)(T_hot − T)(Q11 + Q12)/(s11 + s12).

Divide by a0 and collect the constants into one dimensionless number,

g = (α_f − α_s)(Q11 + Q12)/[a0(s11 + s12)].

The condition becomes T − T0 = g(T_hot − T). Moving the terms in T to the left gives T(1 + g) = T0 + gT_hot, so

T_on = (T0 + gT_hot)/(1 + g).

The onset is a weighted mean of T0 and T_hot. It tends to T0 when g is small and to T_hot when g is large. For the present film

g = 7.5 × 10⁻⁶ × 0.067/(3.3 × 10⁵ × 5.6 × 10⁻¹²) = 0.272
T_on = (380 + 272)/1.272 ≈ 513 K.

The strain at that moment is 0.366 percent, about 70 percent of its final value. A numerical root search that uses the constant-rate length ratio instead of the first-order strain gives 512.7 K, against 512.5 K from the formula.

The unpolarized state does not become unstable towards polarization along the normal anywhere on this path. With the first-order strain, A_out is a linear function of T along the path. It is positive at 1000 K, where the strain is zero and T exceeds T0, and positive at 300 K, so it is positive in between.

T_on marks the loss of stability of the unpolarized state. If the transition is discontinuous, polarization can appear at a higher temperature. To second order all in-plane directions, the diagonal included, have the same coefficient A_in. The direction within the plane and the complete domain state at 300 K depend on terms of fourth and higher order in P, which are not used here.

**The opposite case: compression**

Let the same film have a strain of −0.525 percent at 300 K, as on a substrate that shrinks more than the film by the same amount. The strain terms reverse their signs:

A_in = −2.64 × 10⁷ + 6.28 × 10⁷ = +3.64 × 10⁷ J m/C²
A_out = −2.64 × 10⁷ − 8.06 × 10⁷ = −10.7 × 10⁷ J m/C².

Now the normal direction is the unstable one, provided its surface charge is compensated, for example by electrodes. The sign of α_f − α_s thus selects the side of the phase diagram on which a film relaxed at growth will end.

**Comparison of estimate and solution**

The scaling estimate of the strain, 0.77 percent, is too large by the factor α_f/(α_f − α_s) = 11/7.5 ≈ 1.5, because it ignores the contraction of the substrate. It would be much worse for a substrate whose coefficient is close to that of the film, since the strain is then a small difference between two larger contractions.

The stress estimate of 0.8 GPa lies closer to the solution, 0.94 GPa, but two errors partly cancel: the strain was too large and the modulus too small.

The estimated temperature shift was 230 K. The solved shift is 513 − 380 = 133 K. Part of the difference comes from the rough inputs. With the correct final strain, modulus and electrostriction, but with the strain held at 0.525 percent at all temperatures, the shift would be

6.28 × 10⁷/(3.3 × 10⁵) ≈ 190 K.

The remaining reduction, from 190 K to 133 K, arises because the strain is still building up when the instability is reached. A vertical line drawn in the phase diagram at the final strain would therefore overestimate the onset temperature by almost 60 K in this example.

**How far the assumptions carry**

*Finite substrate.* Let the film be h_f = 200 nm thick and the substrate h_s = 500 μm, with a substrate biaxial modulus M_s of roughly 180 GPa. The film pulls on the substrate with a force per unit width F = M_f h_f ε. This compresses the substrate uniformly by F/(M_s h_s). The force acts at the surface, a distance h_s/2 from the middle, so it also exerts a bending moment Fh_s/2 per unit width. A plate of bending stiffness M_s h_s³/12 responds with the curvature

κ = (Fh_s/2)/(M_s h_s³/12) = 6F/(M_s h_s²).

The bending strain at the surface is κh_s/2 = 3F/(M_s h_s), again a compression. The two parts add to 4F/(M_s h_s), and the fraction of the film strain that is lost is

4M_f h_f/(M_s h_s) = 0.159 percent of the strain.

A direct minimization of the stretching and bending energy of the two layers gives the same 0.159 percent. The thick-substrate assumption is thus harmless here. By the same formula the loss grows to roughly a tenth of the strain when the film is one fortieth as thick as the substrate, so the assumption fails well before the two thicknesses become comparable.

*Expansion coefficients.* An error of 0.5 ppm/K in α_f − α_s changes the strain by 0.5 × 10⁻⁶ × 700 = 0.035 percent strain, which is 7 percent of the result. The second digit of 0.53 percent is therefore uncertain. Fixing the strain to ±0.01 percent needs the difference of the coefficients to about 0.14 ppm/K.

If a coefficient varies with temperature, the final strain depends on its mean over the cooling range, so a value measured only at room temperature can mislead. If α_s rises linearly from 2.6 ppm/K at 300 K to 4.4 ppm/K at 1000 K, its mean is still 3.5 ppm/K and the final strain is unchanged. The onset moves from 512.7 to 509.0 K, because the substrate then shrinks faster in the hot part of the path and less strain has accumulated at a given temperature.

*Spontaneous strain.* Suppose that at 300 K the film consists of equal amounts of domains polarized along axes 1 and 2, with P roughly 25 μC/cm², or 0.25 C/m², and that each domain is held to the same in-plane strain. Along either axis the average spontaneous strain is

(Q11 + Q12)P²/2 = 0.067 × 0.0625/2 = 0.21 percent.

The mean stress falls to 179 GPa × (0.525 − 0.21) percent ≈ 0.56 GPa, which is 40 percent below the unpolarized value. The assumed P is close to that of an unstrained crystal; the value in the strained film depends on the domain state, and the mean stress changes with it. With published higher-order coefficients for barium titanate the mean stress ranges from about 0.6 GPa for rigidly clamped domains to about 0.4 GPa for twin domains that relax one another and about 0.35 GPa for a single domain polarized along the in-plane diagonal. The last two states have the lower energy. The misfit strain stays at 0.525 percent, since it refers to the cubic film.

*Cracking.* In the unpolarized film, the elastic energy stored per unit area is half of stress times strain, summed over two axes and multiplied by the thickness:

2 × ½σεh_f = σεh_f = 0.98 J/m².

For a rough fracture energy of 5 J/m², the stored energy reaches the cost of new crack surface at a thickness near 1 μm. This is a scale and not a threshold, because the energy a crack releases depends on how wide a strip of film it relaxes. For a long crack running through the film on an elastically similar substrate, treated as isotropic, the release per unit crack area is about 1.98σ²h_f/Ē, where Ē ≈ 135 GPa is the plane-strain modulus of the film. This is about 2.6 times σεh_f and reaches 5 J/m² near 0.4 μm. Cracking is thus a concern from a few hundred nanometres upward at the unpolarized stress. A lower stress raises this thickness as the inverse square of the stress.

**Beside a real film**

The numbers resemble barium titanate on silicon, where the oxide has roughly three times the expansion coefficient of the substrate. The measured coefficient of silicon rises steeply at first and then levels off, from about 2.6 ppm/K at 300 K to about 4.3 ppm/K at 1000 K, with a mean near 3.8 ppm/K. With that curve and the same α_f the strain is about 0.51 percent and the onset near 505 K. The film parameters are rough bulk values, and a given film may differ from them. Other published parameter sets for barium titanate place the onset on the same path between about 490 and 510 K, so 513 K is uncertain by some 20 K. Complete relaxation at the growth temperature is also an assumption that a real film may not meet. If a compressive misfit of 0.10 percent remains there and is kept during cooling, the length ratios multiply:

(1 − 0.0010)(1 + 0.005264) − 1 = 0.426 percent.

The final strain is then about a fifth smaller. In a film that starts relaxed, dislocations that relieve strain during cooling would reduce the tension as well. They are favoured in energy. For edge dislocations with a Burgers vector of 0.4 nm, the equilibrium critical thickness at 0.525 percent is only about 10 nm, and a 200 nm film passes its critical strain after some 60 K of cooling. The assumption of no new dislocations therefore rests on their formation being slow. The value of 0.53 percent is thus the thermal contribution for a film that starts relaxed and stays bonded without further relaxation.

Computed values

```
film expansion coefficient: 11.0 ppm/K
substrate expansion coefficient: 3.5 ppm/K
difference of coefficients: 7.5 ppm/K
hot and cold temperatures: 1000 K, 300 K
cooling: 700 K
free film contraction: 0.770 percent
free substrate contraction: 0.245 percent
thermal strain, first order: 0.525 percent
thermal strain, constant log rate: 0.5264 percent
thermal strain, hot-length reference: 0.5291 percent
strain if the two materials are swapped: -0.5236 percent
rough s11, s12: 8.3, -2.7 1/TPa
rough Q11, Q12: 0.110, -0.043 m^4/C^2
rough a0: 3.30e+05 J m/(C^2 K)
rough T0: 380 K
film biaxial modulus: 179 GPa
stress in unpolarized film: 0.94 GPa
coefficient at cold end, no stress: -2.64e+07 J m/C^2
coefficient at cold end, in-plane: -8.92e+07 J m/C^2
coefficient at cold end, out-of-plane: 5.42e+07 J m/C^2
path parameter g: 0.272
in-plane onset temperature, formula: 512.5 K
in-plane onset temperature, numerical root: 512.7 K
thermal strain at onset: 0.366 percent
film thickness: 200 nm
substrate thickness: 500 um
rough substrate biaxial modulus: 180 GPa
strain lost to substrate, formula: 0.159 percent of strain
strain lost to substrate, minimized: 0.159 percent of strain
ramped substrate coefficient, cold end: 2.6 ppm/K
ramped substrate coefficient, hot end: 4.4 ppm/K
final strain with ramp: 0.5264 percent
onset temperature with ramp: 509.0 K
strain change for 0.5 ppm/K error: 0.035 percent
leftover hot misfit assumed: -0.10 percent
total strain with leftover misfit: 0.426 percent
rough spontaneous polarization: 25 uC/cm2
mean stress with in-plane domains: 0.56 GPa
stored elastic energy per area: 0.98 J/m2
rough fracture energy: 5 J/m2
thickness scale for cracking: 1016 nm
```
